Two Effective Moduli of a Film with Graded Porosity

Q: I have a porous dielectric film whose porosity changes from the substrate to the top. Can I average the porosity, look up the stiffness for that average and use it everywhere?

A: Before averaging anything, say how the film is loaded. Consider two cases. In the first, the film is pressed along its normal while its in-plane dimensions are held fixed, and we want the ratio of normal stress to mean normal strain. In the second, the film is stretched equally in both in-plane directions with its top free, and we want the ratio of mean in-plane stress to in-plane strain. Call these ratios M_eff and B_eff.

Let z run from 0 at the substrate to h at the top. Angle brackets mean an average over thickness:

<g> = (1/h) ∫₀ʰ g(z) dz.

Tension and extension are positive. The material is linearly elastic, its layers are perfectly bonded, and its properties depend on z alone. The pores are small on the scale over which porosity changes, so that a local stiffness exists. The film is much wider than it is thick, and we look away from its edges.

Q: Porous films need not be isotropic. What local law do you use?

A: I allow the normal direction to differ from the in-plane ones, with all in-plane directions equivalent. For equal in-plane strains εx = εy = e and no shear,

σx = (C11 + C12)e + C13 εz,
σz = 2C13 e + C33 εz.

The factor 2 is there because both in-plane strains contribute to σz. All the C's may depend on z.

Q: Then stress and strain both vary with depth, and you know neither.

A: Two of the components are fixed by mechanics. Start with horizontal equilibrium,

∂σx/∂x + ∂σxy/∂y + ∂σxz/∂z = 0.

Away from the edges nothing varies with x or y, so dσxz/dz = 0. The top carries no shear traction, hence σxz = 0 at every depth, and likewise σyz = 0. Vertical equilibrium,

∂σxz/∂x + ∂σyz/∂y + ∂σz/∂z = 0,

then gives dσz/dz = 0. The normal stress has one value, s, throughout the film. It stays continuous even where the stiffness jumps, because each layer must balance the traction of its neighbour.

Q: That settles σz. Why should a soft layer have the same in-plane strain as a stiff one?

A: Because they are bonded. The strains come from a single displacement field, so they obey

∂²εx/∂z² + ∂²εz/∂x² = ∂²γxz/∂x∂z,

where γxz is the shear strain. With laterally uniform strains, the two terms containing ∂/∂x vanish, and d²εx/dz² = 0. So εx can be at most linear in depth:

εx = e + κ(z − h/2).

The slope κ is a curvature. If the film is kept flat, κ = 0 and e is the same at all depths. I assume this for now.

Q: So s and e are uniform, while εz and σx vary. What follows?

A: Write the local law in terms of the uniform quantities. The second equation, with σz = s, gives

εz = (s − 2C13 e)/C33.

Put this into the first:

σx = (C11 + C12)e + C13(s − 2C13 e)/C33
= (C11 + C12 − 2C13²/C33)e + (C13/C33)s.

Three local combinations appear:

M = C33, B = C11 + C12 − 2C13²/C33, η = C13/C33.

With these names,

εz = s/M − 2ηe,
σx = Be + ηs.

Now average over thickness. Since s and e do not depend on z, they come outside the brackets:

<εz> = s<1/M> − 2<η>e,
<σx> = <B>e + <η>s.

In the first loading e = 0, so

M_eff = s/<εz> = 1/<1/M>.

In the second s = 0, so

B_eff = <σx>/e = <B>.

The constrained normal modulus is the thickness-weighted harmonic mean of M, and the flat-film membrane modulus is the arithmetic mean of B. Under normal load the layers are springs in series: they share the stress and their compressions add. Under in-plane stretch they are springs in parallel: they share the strain and their forces add.

Q: My data sheets list Young's modulus E and Poisson's ratio ν. What are M, B and η for an isotropic layer?

A: For M, set the in-plane strain to zero in Hooke's law, with σx = σy:

0 = [σx − ν(σx + σz)]/E, so σx = νσz/(1 − ν).

This ratio σx/σz at e = 0 is η, hence η = ν/(1 − ν). The normal strain is then

εz = (σz − 2νσx)/E = (σz/E)[1 − 2ν²/(1 − ν)]
= (σz/E)(1 − ν − 2ν²)/(1 − ν).

Since 1 − ν − 2ν² = (1 + ν)(1 − 2ν),

M = E(1 − ν)/[(1 + ν)(1 − 2ν)].

For B, set σz = 0 and σx = σy, which gives e = σx(1 − ν)/E and

B = E/(1 − ν).

Q: If I measure M_eff, can I convert it to B_eff with Poisson's ratio?

A: Not in a graded film, even when ν is the same at every depth. Let M = M0 f(z) and B = B0 f(z), where M0 and B0 belong to the pore-free skeleton and f is positive. The Cauchy–Schwarz inequality gives

1 = <√f · (1/√f)>² ≤ <f><1/f>,

and therefore

M_eff/M0 = 1/<1/f> ≤ <f> = B_eff/B0.

Equality requires √f to be proportional to 1/√f, which means constant f. Conversion with the common ν replaces <f> by 1/<1/f>, so it underestimates B_eff in any graded film of this kind. If ν also varies, M and B generally have different profiles, and then no single ratio B0/M0 is available.

For weak grading, write f = f̄(1 + δ) with <δ> = 0. To second order, 1/(1 + δ) = 1 − δ + δ², so

1/<1/f> ≈ f̄/(1 + <δ²>) ≈ f̄(1 − <δ²>),

while <f> = f̄. The two normalized moduli separate at second order in the contrast.

Q: Second order sounds negligible. Show me a case with numbers.

A: Take a 500 nm porous organosilicate film with porosity p rising linearly from 0.10 at the substrate to 0.50 at the top. Let the skeleton have E0 = 16 GPa and ν = 0.25, and take E = E0(1 − p)² with ν unchanged. The square law is a model choice. The averaging rules do not depend on it, but the percentages below do: with E = E0(1 − p)³ over the same porosity range, the error of converting M_eff to B_eff with ν grows from about 11 % to 22 %, and the error in M from using the mean porosity grows from 9 % to 19 %. For a real film the measured E(p) must be used. The skeleton moduli are

M0 = 16 × 0.75/(1.25 × 0.50) = 19.2 GPa,
B0 = 16/0.75 = 21.33 GPa.

Let c = 1 − p be the solid fraction, falling from a = 0.9 to b = 0.5. Then f = c², and c = a − (a − b)z/h gives dz/h = −dc/(a − b). Reversing the limits to absorb the minus sign,

<1/f> = [1/(a − b)] ∫ from b to a of dc/c²
= (1/b − 1/a)/(a − b) = 1/(ab),

<f> = [1/(a − b)] ∫ from b to a of c² dc
= (a³ − b³)/[3(a − b)] = (a² + ab + b²)/3.

Thus

M_eff = M0ab = 19.2 × 0.45 = 8.64 GPa,
B_eff = B0(0.81 + 0.45 + 0.25)/3 = 21.33 × 0.5033 = 10.74 GPa.

The normalized values differ by

(a² + ab + b²)/3 − ab = (a − b)²/3 = 0.053.

Converting M_eff to a membrane modulus with ν would give 21.33 × 0.45 = 9.60 GPa, which is 10.6 % below B_eff. Using the arithmetic mean for M would give 9.66 GPa, which is 11.9 % above M_eff.

Q: And my original proposal, the mean porosity?

A: The mean porosity is 0.30, so the factor is 0.7² = 0.49. It lies between 0.45 and 0.5033 and gives neither modulus: M would be 9.41 GPa, about 9 % too high, and B would be 10.45 GPa, about 3 % too low.

Q: What does the film do under an actual load?

A: Press it with 10 MPa at fixed in-plane dimensions. The mean compression is

10 MPa/8640 MPa = 0.116 %,

so the thickness falls by 0.00116 × 500 nm = 0.58 nm. Locally the compression is 0.064 % at the bottom, where M = 15.55 GPa, and 0.208 % at the top, where M = 4.80 GPa. The soft part supplies most of the displacement.

Now stretch the flat film by 0.10 % in both in-plane directions. The mean stress is 10.7 MPa and the force per unit width is

10.74 × 10⁶ Pa × 500 × 10⁻⁹ m = 5.37 N/m.

Locally the stress is 17.3 MPa at the bottom and 5.3 MPa at the top. Here the stiff part carries most of the force.

Q: You assumed a flat film. What if I release it from the substrate and pull on it?

A: Then the arithmetic mean can fail. Let ζ = z − h/2 and pull equally in both directions, with the line of force in the mid-plane and no applied moment. The faces are free, so s = 0 and σx = B(e + κζ). Since <ζ> = 0, e is the mean in-plane strain. Zero moment about the mid-plane requires

0 = <ζB(e + κζ)> = e<Bζ> + κ<Bζ²>,

κ = −e<Bζ>/<Bζ²>.

The apparent modulus is therefore

<σx>/e = <B> + (κ/e)<Bζ> = <B> − <Bζ>²/<Bζ²>.

The subtracted term cannot be negative: bending gives the film another way to yield. It vanishes when <Bζ> = 0, as in a film symmetric about its mid-plane.

For the example put u = ζ/h. Then c = 0.7 − 0.4u, and

c² = 0.49 − 0.56u + 0.16u².

With <u²> = 1/12, <u⁴> = 1/80 and vanishing odd averages,

<c²u> = −0.56/12 = −0.04667,
<c²u²> = 0.49/12 + 0.16/80 = 0.04283.

The apparent modulus is

21.33 × (0.5033 − 0.04667²/0.04283) = 9.65 GPa,

which is 10.1 % below the flat-film value.

Q: That is almost the 9.60 GPa from the harmonic mean. Is bending secretly producing a harmonic mean?

A: No, but the closeness has a reason. For a weak linear profile f = f̄(1 + gu), <fu> = f̄g/12 and <fu²> = f̄/12. Bending lowers the factor by

(f̄g/12)²/(f̄/12) = f̄g²/12.

The harmonic mean is lower than f̄ by f̄<δ²> = f̄g²<u²> = f̄g²/12 at second order, the same amount. The agreement belongs to nearly linear profiles of modest contrast. If the soft face of a linear profile loses all stiffness (g = 2), the harmonic mean goes to zero, while the released factor is still f̄(1 − 4/12) = 2f̄/3. In a symmetric graded film with constant ν, release changes nothing, while the harmonic mean still lies below the arithmetic one.

Q: How large may the released piece be?

A: At 0.10 % mean strain the curvature is

κ = 0.001 × (0.04667/0.04283)/(500 × 10⁻⁹ m) ≈ 2180 m⁻¹,

a radius of 0.46 mm. If this curvature held across a width L, the sag would be approximately κL²/8. But sagging brings the film's stiffness-weighted neutral plane closer to the line of pull, and so reduces the moment that bends it. The initial distance between the two is

d = |<Bζ>|/<B> = (0.04667/0.5033) × 500 nm ≈ 46 nm.

The linear result needs a sag small compared with d, not merely with h. The estimated sag equals d at

L = √(8d/κ) ≈ 13 μm.

At this strain the piece must therefore be much narrower than 13 μm, yet much wider than 0.5 μm. In a much wider piece the pull flattens the middle, where the ratio of stress to strain returns towards <B>.

Q: A wafer is not rigid either. Does it keep the bonded film flat enough?

A: Let the wafer have thickness H and biaxial modulus Bs. The film pulls on its face with force per width N = B_eff h e. The direct strain is N/(BsH). The moment about the wafer's mid-plane is NH/2 and the bending stiffness is BsH³/12, so the curvature is 6N/(BsH²). Multiplying by H/2 gives a further face strain 3N/(BsH). The total, relative to e, is

4B_eff h/(BsH).

For a (100) silicon wafer I take rough values E = 130 GPa and ν = 0.28, hence Bs ≈ 181 GPa, with H = 775 μm; a (111) wafer is stiffer, with Bs ≈ 229 GPa. The relieved fraction is 1.5 × 10⁻⁴. The curvature changes the strain across the film by 6Nh/(BsH²), smaller again by the factor 1.5h/H. The flat-film result is safe here.

Q: Then the wafer is harmless in the pressing experiment too?

A: Not if you record the total displacement. With free sides, the wafer shortens under 10 MPa by

(10/130000) × 775 μm ≈ 60 nm,

about a hundred times the film's 0.58 nm. The film's own thickness change must be separated from it.

The wafer also expands sideways by e = 0.28 × 10/130000 = 2.15 × 10⁻⁵ and carries the film with it. In <εz> = s<1/M> − 2<η>e, s is negative and e positive, so both terms compress the film. With η = 0.25/0.75 = 1/3, the extra compression is 1.44 × 10⁻⁵, or 1.2 % of the film's constrained compression. These sizes are for a (100) wafer; on (111) the shortening is about 41 nm and the extra compression about 0.55 %.

Q: What about a small pad, whose sides are free?

A: Its rim can bulge. Removing the side constraint lowers the elastic energy for a given compression, so the apparent M falls. I computed this for the graded film as a disc bonded between rigid flat plates, using an axisymmetric finite-element solution. The loss is 1.1 % for a radius of 5 μm and 0.6 % for 10 μm; if the top face can slide freely on its plate, it is about twice as large, 2.2 % and 1.1 %. The halving is what an edge zone of width comparable to h would give, since its share of the area scales as h/R for a disc of large radius R.

Q: Which modulus should worry me more if there is a thin bad layer at the interface?

A: The normal one. Replace the lowest 10 nm, which is 2 % of the film, by material of porosity 0.80, so that f = 0.04 there. The rest starts at c = 0.9 − 0.4 × 0.02 = 0.892. The averages become

<1/f> = 0.02/0.04 + (1/0.5 − 1/0.892)/0.4 = 2.697,
<f> = 0.02 × 0.04 + (0.892³ − 0.5³)/(3 × 0.4) = 0.4881.

Hence M_eff = 19.2/2.697 = 7.12 GPa, a fall of 17.6 %, while B_eff = 10.41 GPa, a fall of 3.0 %. In the limit where a layer of fixed thickness loses all stiffness, <1/f> diverges and M_eff goes to zero. B_eff loses just that layer's contribution, provided the film is still held flat and at the prescribed strain.

Q: How close is all this to a real low-k film?

A: The skeleton modulus and the resulting stiffness of several GPa are rough values of a plausible size for porous organosilicate dielectrics. The porosity span is deliberately wide; a film made to be uniform should have a much smaller one, and the difference (a − b)²/3 shrinks with its square. With the square law kept, the assumed weak interface layer moves M_eff most among the departures sized here, by 18 %. That figure rests on extending the law to p = 0.80; a cube law would make it 42 %. The law itself matters as much: the cube law lowers M_eff of the smooth film from 8.64 to 5.55 GPa.

Pore shape matters too. If C33 is 10 % lower at every depth and the other constants are kept, M_eff falls by 10 %. For ν = 0.25 the original constants are C11 = M, C12 = C13 = M/3, so B changes from

4M/3 − 2M/9 = 1.111M to 4M/3 − 2M/(9 × 0.9) = 1.086M,

a fall of 2.2 %. An assumed uniform softening of 0.02 % per K would lower both moduli by 2 % over 100 K and leave their ratio alone.

Finally, for pores of about 2 nm, porosity changes across one pore by 0.4 × 2/500 = 0.0016. The relative change of E is about 2 × 0.0016/0.5 = 0.64 % at the top, where it is largest, so a local modulus is reasonable in the smooth gradient. The 10 nm weak layer is only about five such pores thick, and its continuum modulus is a cruder estimate.

Q: So which number do I put in my stress calculation?

A: For a flat, bonded film under uniform in-plane elastic strain, use <B>. For normal compression at fixed in-plane dimensions, use 1/<1/M>. If the elastic strain itself varies with depth, for example because the layers shrank by different amounts, go back one step: with s = 0 the mean stress is <Be>, and e can no longer be taken outside the average.
